\section*{Axial permittivity of a c-plane nitride layer with a free normal}

A wide, uniform, insulating wurtzite layer has its $c$ axis along the growth normal, axis 3. A thick substrate fixes its in-plane lengths, while its top face carries no external load. The problem is to find how the charge on its faces responds to a slow, small voltage, and what this response does to the fields in a nitride stack.

The reference state is the mismatched layer at zero field, after its thickness has relaxed to $L_0$. All strains below are changes from that state. Mismatch therefore enters through the zero-field polarization $P_0$ and the values of the material coefficients. The field is $E=V/L_0$, with $V$ the voltage across the layer, positive when the field points along $+c$. If the normal strain is $\eta$, the actual field is $E/(1+\eta)$; the two agree to first order.

\section*{(a) Which strains can respond?}

Show that an axial field produces no shear of the layer at linear order, so that $\eta$ is the one strain left to find.

\textbf{Solution.} The substrate fixes $\varepsilon_{11}$, $\varepsilon_{22}$ and $\varepsilon_{12}$, so their changes vanish. The remaining strains are $\varepsilon_{33}=\eta$, $\varepsilon_{13}$ and $\varepsilon_{23}$. The sixfold screw axis of the crystal acts on uniform fields and strains as a sixfold rotation, which includes a half turn about $c$. That half turn sends $x_1\to-x_1$ and $x_2\to-x_2$, hence
\begin{equation}
E\to E,\qquad \eta\to\eta,\qquad
\varepsilon_{13}\to-\varepsilon_{13},\qquad
\varepsilon_{23}\to-\varepsilon_{23}.
\end{equation}
The energy must not change. Products such as $E\varepsilon_{13}$ and $\eta\varepsilon_{13}$ change sign and are therefore absent. The two shears enter through a quadratic form of their own, which is positive in a stable crystal. With no shear traction on the top face, its minimum is at $\varepsilon_{13}=\varepsilon_{23}=0$.

\section*{(b) The response with a free normal}

Let $\kappa^S$ be the permittivity at constant strain, including the motion of ions inside a cell of fixed shape. Let $C_{33}$ be the axial stiffness at constant field, and $e_{33}$ the change with $\eta$ of the charge per fixed in-plane area at zero voltage. Find the charge density $D$ as a function of $E$.

\textbf{Solution.} At fixed voltage the suitable energy is the electric enthalpy $g$ per reference volume, which obeys $dg=\sigma_3\,d\eta-D\,dE$. To second order,
\begin{equation}
g=\tfrac12C_{33}\eta^2-e_{33}\eta E-\tfrac12\kappa^S E^2-P_0E .
\end{equation}
Its derivatives are
\begin{align}
\sigma_3&=\frac{\partial g}{\partial\eta}=C_{33}\eta-e_{33}E,\\
D&=-\frac{\partial g}{\partial E}=P_0+e_{33}\eta+\kappa^S E .
\end{align}
The same $e_{33}$ stands in both lines because both come from one mixed term of $g$. The free face requires $\sigma_3=0$, so
\begin{equation}
\eta=\frac{e_{33}}{C_{33}}E .
\end{equation}
Inserting this strain into $D$ gives
\begin{equation}
D=P_0+\kappa^{\rm eff}E,\qquad
\kappa^{\rm eff}=\kappa^S+\frac{e_{33}^2}{C_{33}} .
\label{eff}
\end{equation}

The field changes the thickness, and the changed thickness alters the polarization. The coefficient $e_{33}$ acts once in each of these processes, so its sign drops out. Stability requires $C_{33}>0$, and the added term cannot be negative.

If the normal is also blocked, $\eta=0$ and the permittivity is $\kappa^S$. The increase in (\ref{eff}) is counted from this value. A slow measurement on a layer with a free normal already yields $\kappa^{\rm eff}$; adding $e_{33}^2/C_{33}$ to that measured value would count the strain twice.

\section*{(c) A check on an ionic chain}

A cell of unit area and length $c$ holds a unit charge at distance $a$ from one end, where an equal and opposite charge sits. At rest $c=1$ and $a=0.3$. With $x=a-0.3$ and $y=c-a-0.7$, the two bonds have tensions, taken to include the forces between the charges at zero voltage,
\begin{equation}
f_1=x-x^2,\qquad f_2=3(y-y^2).
\end{equation}
The background permittivity is 1, and all quantities are in model units. Find the response of the free cell directly and compare it with (\ref{eff}).

\textbf{Solution.} For bond energy $U$ and cell voltage $V$, the enthalpy is $G=U-V^2/(2c)-aV/c$. Hence
\begin{align}
\frac{\partial G}{\partial a}&=f_1-f_2-\frac Vc,\\
\frac{\partial G}{\partial c}&=f_2+\frac{V^2}{2c^2}+\frac{aV}{c^2},\\
D&=-\frac{\partial G}{\partial V}=\frac{V+a}{c}.
\end{align}
Write $a=0.3+u$ and $c=1+\eta$, and keep first order. The quadratic bond terms then drop out, leaving $f_1=u$ and $f_2=3(\eta-u)$.

In the free cell both derivatives of $G$ vanish. The second gives $f_2=-0.3V$, and the first then gives $u=f_2+V=0.7V$. Since $\eta-u=f_2/3=-0.1V$, the strain is $\eta=0.6V$. The change in charge is
\begin{equation}
\delta D=V+u-0.3\eta=(1+0.7-0.18)V=1.52\,V .
\end{equation}

The coefficients in (\ref{eff}) come from a different calculation, with $\eta$ held at a chosen value. Ionic equilibrium, $u-3(\eta-u)-V=0$, gives $u=(3\eta+V)/4$. Therefore
\begin{align}
\delta D&=V+\frac{3\eta+V}{4}-0.3\eta=1.25V+0.45\eta,\\
\sigma_3&=3\eta-\frac{9\eta+3V}{4}+0.3V=0.75\eta-0.45V .
\end{align}
Thus $\kappa^S=1.25$, $e_{33}=0.45$ and $C_{33}=0.75$, and (\ref{eff}) gives $1.25+0.45^2/0.75=1.52$, as found directly. A numerical relaxation that retained the quadratic bond terms, at voltages of $\pm2\times10^{-4}$, also gave 1.520000.

\section*{(d) What does the in-plane clamp remove?}

Find the permittivity when the in-plane stresses vanish as well. Then estimate how much of the difference survives on a substrate of finite thickness.

\textbf{Solution.} A rotation by $60^\circ$ about $c$ turns the pair $(\varepsilon_{11}-\varepsilon_{22},\,2\varepsilon_{12})$ by $120^\circ$, so this pair has no linear coupling to $E$ or to the symmetric strains. The in-plane response is $\varepsilon_{11}=\varepsilon_{22}=\varepsilon$. Omitting the $P_0$ term, and defining $e_{31}$ through the charge carried by a given piece of material at zero voltage,
\begin{align}
g={}&(C_{11}+C_{12})\varepsilon^2+2C_{13}\varepsilon\eta
+\tfrac12C_{33}\eta^2\nonumber\\
&-2e_{31}\varepsilon E-e_{33}\eta E-\tfrac12\kappa^S E^2 .
\end{align}
The condition $\partial g/\partial\eta=0$ gives $\eta=(e_{33}E-2C_{13}\varepsilon)/C_{33}$. Inserting it replaces the $\eta$ terms by $-(e_{33}E-2C_{13}\varepsilon)^2/(2C_{33})$. Expanding the square and collecting terms,
\begin{align}
g&=M\varepsilon^2-2\tilde e\,\varepsilon E-\tfrac12\kappa^{\rm eff}E^2,\\
M&=C_{11}+C_{12}-\frac{2C_{13}^2}{C_{33}},\qquad
\tilde e=e_{31}-\frac{e_{33}C_{13}}{C_{33}} .
\end{align}
The minimum is at $\varepsilon=\tilde eE/M$, where $g=-\tilde e^2E^2/M-\kappa^{\rm eff}E^2/2$. Since $D=-dg/dE$, the fully free permittivity is
\begin{equation}
\kappa^{\rm free}=\kappa^{\rm eff}+\frac{2\tilde e^2}{M}.
\end{equation}

Now attach a layer of thickness $t$ to a flat, passive substrate of thickness $t_s$ and in-plane modulus $M_s$. The energy per area gains $t_sM_s\varepsilon^2$, so
\begin{equation}
\varepsilon=\frac{t\,\tilde eE}{tM+t_sM_s},
\end{equation}
and the further term is multiplied by $tM/(tM+t_sM_s)$. For similar moduli and $t\ll t_s$ this factor is about $t/t_s$.

For a barrier with $C_{11}=396$, $C_{12}=137$, $C_{13}=108$, $C_{33}=375$ GPa, $e_{31}=-0.6$ and $e_{33}=1.5$ C/m$^2$, one finds $\tilde e=-1.032$ C/m$^2$ and $M=471$ GPa. The further term is $0.51\,\varepsilon_0$. If 100 nm of this material lies on 400 $\mu$m of substrate, the factor is $2.5\times10^{-4}$ and about $1.3\times10^{-4}\varepsilon_0$ remains. If the substrate is free to bend, the factor for similar moduli grows to about $4t/t_s$, which is still small. In-plane clamping is then a good approximation in both cases.

\section*{(e) Fields in a periodic stack}

Barriers ($b$) and wells ($w$) alternate without free charge. Both are strained to share the in-plane lattice of the substrate. Find the barrier field when the voltage per period is $V_p$.

\textbf{Solution.} Normal stress is continuous through the stack and vanishes at the top, so (\ref{eff}) holds in each layer at linear order. Without free interface charge $D$ is continuous:
\begin{equation}
P_{0b}+\kappa_bE_b=P_{0w}+\kappa_wE_w,\qquad
E_bL_b+E_wL_w=V_p .
\end{equation}
Here $\kappa_b$ and $\kappa_w$ are effective permittivities. Put $\Delta P=P_{0w}-P_{0b}$, insert $E_w=(V_p-E_bL_b)/L_w$, and multiply by $L_w$:
\begin{equation}
\kappa_bL_wE_b-\kappa_wV_p+\kappa_wL_bE_b=\Delta P\,L_w ,
\end{equation}
so that
\begin{equation}
E_b=\frac{\Delta P\,L_w+\kappa_wV_p}{\kappa_bL_w+\kappa_wL_b}.
\label{stack}
\end{equation}
For $V_p=0$ the two fields have opposite signs. In this case a very thin well, $L_w\to0$, leaves the barrier with no field, and the well then carries $E_w=-\Delta P/\kappa_w$.

\section*{(f) Numbers for a nitride stack}

Take $L_b=3$ nm, $L_w=2$ nm, $V_p=0$ and $\Delta P=10$ $\mu$C/cm$^2$ (0.10 C/m$^2$). The constant-strain permittivities are $9\varepsilon_0$ in the barrier and $10\varepsilon_0$ in the well. The barrier has $e_{33}=1.5$ C/m$^2$ and $C_{33}=375$ GPa; the well has 0.7 C/m$^2$ and 400 GPa. How much does the strain response change the voltage across a layer?

\textbf{Solution.} For the barrier,
\begin{equation}
\frac{e_{33}^2}{C_{33}}=\frac{1.5^2}{375\times10^9}
=6.00\times10^{-12}\ {\rm F/m}=0.678\,\varepsilon_0 ,
\end{equation}
which is 7.5\% of its $\kappa^S$. For the well the increase is $0.138\,\varepsilon_0$, or 1.4\%. The effective values are $9.678\varepsilon_0$ and $10.138\varepsilon_0$, and (\ref{stack}) gives
\begin{equation}
E_b=\frac{0.10\times2}{\varepsilon_0(9.678\times2+10.138\times3)}
=4.54\ {\rm MV/cm}.
\end{equation}
The well field is $-\tfrac32E_b=-6.81$ MV/cm. The barrier thickens by 0.18\% and the well thins by 0.12\%.

The voltage across either layer has magnitude 1.362 V. With the normal strain blocked, and $\Delta P$ and $\kappa^S$ held fixed, it would be 1.412 V. The strain response lowers it by 50 mV, or 3.6\% of the blocked value. This is less than the barrier's 7.5\% because the denominator of (\ref{stack}) mixes both layers: it rises from $48.00$ to $49.77$ in units of $\varepsilon_0$ nm.

\section*{(g) When does the linear result fail?}

Find the leading correction from the force between the charged faces and from the change of thickness, with constant material coefficients. Then judge the other assumptions for this stack.

\textbf{Solution.} At fixed voltage the dielectric energy of a layer varies inversely with its thickness. The term $-\kappa^SE^2/2$ in $g$ becomes $-\kappa^SE^2/[2(1+\eta)]$, and the two conditions become
\begin{align}
0&=C_{33}\eta-e_{33}E+\frac{\kappa^SE^2}{2(1+\eta)^2},\\
D&=P_0+e_{33}\eta+\frac{\kappa^SE}{1+\eta}.
\end{align}
To second order, $\eta=e_{33}E/C_{33}-\kappa^SE^2/(2C_{33})$. The attraction between the faces changes $D$ by $-e_{33}\kappa^SE^2/(2C_{33})$, and the change of thickness contributes $-e_{33}\kappa^SE^2/C_{33}$. Together,
\begin{equation}
D=P_0+\kappa^{\rm eff}E-\frac{3e_{33}\kappa^S}{2C_{33}}E^2+\cdots .
\end{equation}
The slope $dD/dE$ therefore changes by $-3\kappa^S(e_{33}E/C_{33})$. At the barrier field this is $-3\times0.18\%$, about $-0.5\%$ of $\kappa^S$, against the linear increase of 7.5\%.

In the stack the quadratic terms are about 0.10\% of $\Delta P$ in the barrier and 0.11\% in the well. They have the same sign and nearly cancel in the continuity condition. Their difference changes the voltage by $-0.009\%$, and solving the full equations, which adds cubic terms that do not cancel, gives $-0.014\%$. This small value reflects the cancellation and need not hold for other stacks. In a real crystal the material coefficients also vary with strain and field. That variation adds terms of the same order in $E$, which can be as large as the geometric ones and are not included here.

\textbf{Comparison with real layers.} The inputs are rough typical values for aluminium nitride barriers on a gallium nitride lattice. They assume that every layer keeps this lattice, which becomes harder to maintain as periods are added. A rough channel-crack estimate, with 2.5\% mismatch and a fracture energy of 3 to 6 J/m$^2$, puts the limit for this stack near 10 to 20 nm. The 100 nm thickness used below is well beyond it and serves only to set scales. A thicker stack is expected to crack or form dislocations, and its relaxed layers would then have a different $\Delta P$. The piezoelectric constants matter more than the geometric corrections: raising both $e_{33}$ by 20\%, with $\Delta P$ and all else fixed, lowers the voltage by 1.5\%. In a real strained barrier the mismatch part of $P_0$ also depends on $e_{33}$; the resulting change of $\Delta P$ can outweigh this fall and raise the voltage instead. Tabulated values of $e_{33}$ for gallium nitride also spread by more than 20\%: a value of 1.27 C/m$^2$ would raise the well's increase to $0.46\,\varepsilon_0$ and lower the voltage by 1.9\%. The well field is about twice a rough bulk breakdown field of 3.5 MV/cm. A carrier that starts at the well's own band edge and crosses one well gains at most 1.36 eV, however, which is 0.40 of the rough 3.4 eV gap and too little to create a pair in that single crossing. A carrier that enters from the band edge of the barrier also gains the band offset, which can bring its energy close to the gap. The estimate therefore does not establish that a device would survive. The condition $V_p=0$ is itself an assumption. If the stack lies between field-free gallium nitride regions, it requires a free charge of magnitude $\kappa_w|E_w|=0.061$ C/m$^2$, or about $3.8\times10^{13}$ elementary charges per cm$^2$, at each end of the stack. If mobile electrons supply the negative end charge, the wells do not stay empty. A self-consistent estimate for a gas of this density puts its Fermi level about 1.0 eV above the well bottom, roughly 0.2 eV above the lowest well level, so electrons of order $10^{13}$ cm$^{-2}$ would spread into the wells and screen their fields. An electron gas at one end and a hole gas at the other, in equilibrium, need a voltage of the order of the gap across the stack, about 0.17 V per period for 20 periods. The fields of (f) thus describe a stack whose wells are kept depleted. Incomplete end charge or an applied bias leaves a voltage across each period. By (\ref{stack}), 0.1 V per period shifts the barrier field by 0.20 MV/cm, slightly more than the 0.17 MV/cm shift due to strain.

\textbf{Charge and temperature.} Background doping of $10^{17}$ cm$^{-3}$ supplies $5\times10^{10}$ charges per cm$^2$ and period, 0.08\% of $\Delta P$. If the donors are depleted throughout the stack, their charge adds up from period to period and reaches 1.6\% of $\Delta P$ over 100 nm. The barrier field then differs by about 0.18 MV/cm between the first and the last barrier, which is as large as the shift due to strain. Thermally generated pairs at 300 K are negligible if the Fermi level lies midway between the electron and hole edges: placing them at the band edges, with the gap reduced by the well voltage and masses of $0.2m_e$ and $1.0m_e$, gives about $4\times10^{-5}$ cm$^{-2}$. This estimate does not apply when doping or an end gas raises the Fermi level. Confinement in the narrow well raises their energies and makes the true number far smaller. For a 1.9 eV barrier offset and a mass of $0.3m_e$, the semiclassical tunnelling factor through the tilted barrier is about $10^{-8}$ for an electron that enters from the upper band edge of the well, where the barrier falls away from it. This value assumes a parabolic band deep in the gap; a two-band dispersion with a 6.1 eV gap raises it to about $10^{-7}$. An electron of lower energy faces a higher barrier and has a smaller factor. These are transmission factors and do not by themselves give a leakage current. A pyroelectric contrast of 7 $\mu$C/(m$^2$ K), taken as a rough upper size, would change $\Delta P$, and hence the voltage, by 0.7\% over 100 K.

\textbf{Frequency.} The thickness must have time to follow the field. For a 100 nm layer of the barrier material alone, fixed at its base and free at its top, the lowest acoustic resonance has a quarter wavelength in the layer. With a sound speed $\sqrt{C_{33}/\rho}$ and $\rho=3300$ kg/m$^3$, it lies near 27 GHz. The denser gallium nitride wells lower this value in a stack of the same thickness, and a nitride substrate lets much of the sound escape, so the figure sets only a time scale. The static $\kappa^{\rm eff}$ applies to a drive well below this frequency. The remaining values are listed in the numerical output.

\section*{Computed results}
\begin{verbatim}
Chain: constant-strain permittivity: 1.250000 (model unit)
Chain: e33: 0.450000 (model unit)
Chain: C33: 0.750000 (model unit)
Chain: permittivity from formula: 1.520000 (model unit)
Chain: permittivity from relaxation: 1.520000 (model unit)
Barrier, well thickness: 3.0, 2.0 nm
Polarization contrast: 10 uC/cm2
Barrier, well e33: 1.50, 0.70 C/m2
Barrier, well C33: 375, 400 GPa
Barrier, well constant-strain permittivity: 9.00, 10.00 eps0
Barrier, well increase: 0.678, 0.138 eps0
Barrier, well relative increase: 7.53, 1.38 %
Barrier, well effective permittivity: 9.678, 10.138 eps0
Barrier, well field: 4.538, -6.808 MV/cm
Barrier field with normal strain blocked: 4.706 MV/cm
Barrier, well field-induced strain: 0.1815, -0.1191 %
Voltage magnitude across each layer: 1.3615 V
Same voltage with normal strain blocked: 1.4118 V
Voltage reduction by strain response: 50.22 mV
Voltage with nonlinear geometry: 1.3614 V
Nonlinear-geometry voltage change: -0.01353 %
Voltage change if both e33 are 20% larger: -1.541 %
Assumed background donor density: 1e+17 cm^-3
Donor charges per period: 5e+10 cm^-2
Polarization contrast as elementary charges: 6.242e+13 cm^-2
Donor charge / polarization contrast: 0.08011 %
Temperature for carrier estimate: 300 K
Electron, hole mass for carrier estimate: 0.2, 1.0 m_e
Thermal carrier sheet density, rough: 3.644e-05 cm^-2
Well gap, rough: 3.4 eV
Rough bulk breakdown field of well material: 3.5 MV/cm
Well field / bulk breakdown field: 1.945
Energy gained across well / gap: 0.4005
Barrier offset, tunnelling mass: 1.9 eV, 0.3 m_e
Barrier tunnelling factor, WKB: 1.092e-08
Pyroelectric coefficient contrast, rough bound: 7 uC/(m2 K)
Polarization contrast change over 100 K: 0.7 %
Barrier C11, C12, C13: 396, 137, 108 GPa
Barrier e31: -0.6 C/m2
Further barrier increase if all stresses free: 0.511 eps0
Total stack thickness: 100 nm
Substrate thickness: 400 um
Stack / substrate thickness: 0.00025
Density for acoustic estimate: 3300 kg/m3
Quarter-wave acoustic frequency, rough: 26.65 GHz
\end{verbatim}
